The Kato–Temple Bound and Davidson Thresholds for Energies and Densities

**1. Definitions and conventions**

H is the Hermitian matrix of a configuration-interaction (CI) problem, with orthonormal eigenvectors ψ_j and eigenvalues E0 < E1 ≤ E2 ≤ … . An approximate eigenvector x has unit norm. Its Rayleigh quotient, residual and residual norm are

θ = ⟨x|H|x⟩,  r = Hx − θx,  ρ = ‖r‖.

Averages ⟨…⟩ without labels are taken in x. Expanding the square of the residual gives

ρ² = ⟨H²⟩ − 2θ⟨H⟩ + θ² = ⟨H²⟩ − θ²,

because ⟨H⟩ = θ. The squared residual norm is therefore the energy variance of x.

If a symmetry confines x to one sector of the matrix, H is understood as the block of that sector, and E1 is the next root within it. Energies are in hartree. All errors are relative to the eigenpairs of the given matrix. The errors of the orbital basis and of frozen orbitals are not covered.

The result to be derived is

0 ≤ θ − E0 ≤ ρ²/(E1 − θ), provided θ < E1.

The gap in the denominator starts at θ, not at E0. Two levels suffice to show that this matters.

**2. Two levels**

Let g = E1 − E0 and x = √(1−w) ψ0 + √w ψ1, with 0 ≤ w < 1. Then

θ − E0 = wg,
E1 − θ = (1−w)g,
ρ² = wg² − (wg)² = w(1−w)g².

The last line is the variance with energies measured from E0. Dividing it by the second line gives

ρ²/(E1 − θ) = wg = θ − E0,

so the bound is an equality. With the full gap one would obtain ρ²/g = w(1−w)g, which is smaller than the error for every 0 < w < 1. For g = 1 and w = 0.1 the error is 0.1 and ρ² = 0.09. The correct denominator 0.9 returns 0.1, while the denominator 1 returns 0.09, which is not an upper bound.

As w → 0 the two denominators agree to leading order. As w → 1 the residual vanishes although the energy error tends to g: x has become the wrong eigenvector. At w = 1 the condition θ < E1 fails and the bound says nothing.

**3. Many levels**

For any real a and b,

⟨(H−a)(H−b)⟩ = ⟨H²⟩ − (a+b)θ + ab
= ρ² + θ² − (a+b)θ + ab
= ρ² + (θ−a)(θ−b).

Take a = E0 and b = E1. With weights p_j = |⟨ψ_j|x⟩|², the same average is

⟨(H−E0)(H−E1)⟩ = Σ_j p_j (E_j−E0)(E_j−E1) ≥ 0.

The terms j = 0 and j = 1 vanish, and for higher levels neither factor is negative. Hence

ρ² + (θ−E0)(θ−E1) ≥ 0,
(θ−E0)(E1−θ) ≤ ρ².

Division by E1 − θ > 0 gives the upper bound. The lower bound is the variational principle, θ − E0 = Σ_j p_j(E_j−E0) ≥ 0. Equality in the upper bound requires that x has no weight on levels above E1, which returns the two-level case.

The size of the overestimate follows from the variance. With Δ_j = E_j − E0,

ρ² = Σ_j p_jΔ_j² − (θ−E0)²,
ρ²/(θ−E0) = Σ_j p_jΔ_j² / Σ_j p_jΔ_j − (θ−E0).

For a small error, the ratio on the left is a mean excitation energy of the contamination in x, with weights p_jΔ_j. If the error is also much smaller than g, the bound is about the error times this mean energy divided by g. This factor is large when the contamination lies far above E1.

**4. The bound in terms of the true gap**

Set δ = θ − E0, so that E1 − θ = g − δ. The inequality becomes

δ² − gδ + ρ² ≥ 0.

For ρ ≤ g/2 the roots of the quadratic are real,

δ± = [g ± √(g² − 4ρ²)]/2,

and δ must lie at or below δ−, or at or above δ+. If θ is known to lie below the midpoint, δ < g/2, the lower branch applies. Multiplying numerator and denominator of δ− by g + √(g² − 4ρ²) gives

θ − E0 ≤ 2ρ²/[g + √(g² − 4ρ²)].

For ρ ≪ g the right side is ρ²/g plus a correction of relative size ρ²/g².

In the two-level example √(1 − 0.36) = 0.8, so δ− = 0.1 and δ+ = 0.9. These are the errors for w = 0.1 and w = 0.9, which share the same residual norm. The residual cannot tell the branches apart; knowledge about θ has to do that.

**5. Interior roots**

Suppose λ is the only eigenvalue in an open interval (α, β), and θ lies in that interval. The product (μ−λ)(μ−β) is non-negative at every eigenvalue μ: for μ ≤ α both factors are negative, at μ = λ it vanishes, and for μ ≥ β neither factor is negative. The identity of section 3 then gives

ρ² + (θ−λ)(θ−β) ≥ 0, so θ − λ ≤ ρ²/(β−θ).

The product (μ−α)(μ−λ) is non-negative at the eigenvalues for the same kind of reason, so

ρ² + (θ−α)(θ−λ) ≥ 0, so θ − λ ≥ −ρ²/(θ−α).

For a general vector x near an excited state, θ can err in either direction. The Ritz values of section 8, counted from the bottom of a subspace diagonalization, err only upward. For the ground state α may be moved to −∞, and the second inequality becomes θ ≥ E0.

These inequalities were tested on random 12 × 12 symmetric matrices: 73 ground-state cases, of which 12 also met the conditions of section 4, and 416 interior cases.

**6. The error of the vector**

Write ψ = ψ0 and choose its phase so that

x = cosφ ψ + sinφ y, with ⟨ψ|y⟩ = 0, ‖y‖ = 1 and 0 ≤ φ ≤ π/2.

H maps the space orthogonal to ψ into itself, so the two parts of the residual are orthogonal:

r = cosφ (E0−θ)ψ + sinφ (H−θ)y,
ρ² = cos²φ (θ−E0)² + sin²φ ‖(H−θ)y‖².

Drop the first term. Since y contains only the levels E1 and above, and θ < E1, the norm ‖(H−θ)y‖ is at least E1 − θ. Therefore

sinφ ≤ ρ/(E1−θ).

The energy supplies a second estimate. The cross term ⟨ψ|H|y⟩ = E0⟨ψ|y⟩ vanishes, so

θ − E0 = sin²φ (⟨y|H|y⟩ − E0) ≥ g sin²φ.

In the two-level example sinφ = √0.1 ≈ 0.316. The residual estimate gives 0.3/0.9 ≈ 0.333, and the energy estimate gives √(0.1/1) ≈ 0.316, an equality. The energy error is quadratic in the vector error, so a given energy accuracy guarantees only its square root in the vector.

**7. From the vector to densities**

Compare the projectors of x and ψ. In the basis (ψ, y), with c = cosφ and s = sinφ, their difference D = |x⟩⟨x| − |ψ⟩⟨ψ| has the rows

(−s², cs) and (cs, s²).

Its trace is zero and its determinant is −s⁴ − c²s² = −s², so its eigenvalues are +s and −s. With the corresponding eigenvectors u₊ and u₋, any Hermitian observable A satisfies

⟨x|A|x⟩ − ⟨ψ|A|ψ⟩ = Tr(AD) = s(⟨u₊|A|u₊⟩ − ⟨u₋|A|u₋⟩).

Its magnitude is at most (a_max − a_min) sinφ, where a_max and a_min are the extreme eigenvalues of A.

For the spin-summed one-particle density matrix γ, let A be the occupation operator of a normalized spatial orbital v. Its eigenvalues lie between 0 and 2. The expectation value of the error Δγ in v is the change of this occupation, so it is at most 2 sinφ in magnitude for every v. Since Δγ is Hermitian,

‖Δγ‖ ≤ 2 sinφ ≤ 2ρ/(E1−θ),

where ‖Δγ‖ is the largest eigenvalue magnitude.

For the electronic z coordinate, diagonalize the one-electron matrix of z in the active orbitals. With four electrons of each spin, the largest many-electron value places two electrons in each of the four highest eigenorbitals, and the smallest uses the four lowest. The difference W gives

|Δ⟨z⟩| ≤ W sinφ ≤ Wρ/(E1−θ).

In atomic units |Δ⟨z⟩| is also the magnitude of the error in the z component of the dipole, since frozen electrons and nuclei contribute a constant. Below, "dipole" means this component; the x and y components need their own ranges W.

The linear dependence on sinφ can be absent. With E_pq the spin-summed operator that moves an electron from orbital q to orbital p, and γ_pq its expectation value,

Δγ_pq = s²(γ_pq[y] − γ_pq[ψ]) + cs(⟨ψ|E_pq|y⟩ + ⟨y|E_pq|ψ⟩).

If the transition densities in the last bracket vanish, the error is quadratic. Both cases were tested for the molecule below by reducing φ from 0.01 to 0.001. With the first excited singlet as y, the energy error fell by a factor of 100.00 and the density-matrix error by 9.99. With a y of zero transition density, both fell by 100.00.

**8. Thresholds for a Davidson iteration**

The Davidson method diagonalizes H in a growing subspace with orthonormal basis vectors b_i. The resulting approximate eigenvalues are called Ritz values. For x = Σ_i c_i b_i the residual is

r = Σ_i c_i (Hb_i) − θ Σ_i c_i b_i,

so ρ is available from products Hb_i that are already needed.

Let G be a positive number not larger than E1 − θ. Replacing E1 − θ by G can only enlarge the bounds. Requiring ρ²/G ≤ ε_E, 2ρ/G ≤ ε_D and Wρ/G ≤ ε_μ yields

energy: ρ ≤ √(ε_E G),
density matrix: ρ ≤ ε_D G/2,
dipole: ρ ≤ ε_μ G/W.

The smallest threshold among the wanted quantities decides. The energy and density-matrix thresholds coincide when ε_E = ε_D² G/4. As the gap closes, the energy threshold shrinks as √G and the density thresholds as G: a hundredfold smaller G demands a residual 10 times smaller for the energy and 100 times smaller for the density.

The remaining problem is G. The second Ritz value θ1 satisfies θ1 ≥ E1 by the min–max principle, so θ1 − θ may overestimate the gap and is not safe. Let ρ1 be the residual norm of the second Ritz vector, and let p_j now be the weights of that vector. Then

ρ1² = Σ_j p_j(E_j−θ1)² ≥ min_j (E_j−θ1)²,

so some eigenvalue lies within ρ1 of θ1. If no root other than E0 lies below θ1 − ρ1, then

G = θ1 − ρ1 − θ

is a valid choice once it is positive. The condition is an assumption about missed roots, which residuals alone do not prove.

The energy change between iterations gives no such bound. In a growing subspace the error e_k of iteration k cannot increase, and the drop is e_{k−1} − e_k. If e_k = q e_{k−1}, then

e_k = q/(1−q) × drop.

For q near 1, a stagnating iteration, the error is much larger than the drop.

**9. Ammonia as a worked case**

The molecule is NH3 in the STO-3G basis, with N–H bonds of 1.00 Å at 110° to the threefold axis, a round model geometry. The lowest Hartree–Fock orbital is frozen, and 8 electrons, four of each spin, are distributed over 7 orbitals in all possible ways. This gives 35² = 1225 determinants, few enough for full diagonalization as a reference. The CI ground energy is −55.51393 hartree, 0.06234 hartree below the Hartree–Fock energy.

The calculation uses the 630-dimensional sector whose coefficients are even under exchange of the α and β strings. It contains the 490 singlets and the 140 quintets, and excludes the triplets and septets. Its next root is a singlet with g = 0.5331 hartree (14.51 eV). The next root of the whole matrix is a triplet only 0.4792 hartree above E0. With the triplet energy in place of E1, the bound would still hold for θ below the triplet energy, but its denominator would be needlessly small. These are minimal-basis gaps, not predictions of the ammonia spectrum: at the singles-only (CIS) level the lowest singlet falls from 15.4 eV in STO-3G to 8.7 eV in 6-31G and 7.3 eV in aug-cc-pVDZ, roughly a halving.

Four roots are iterated from 20 starting configurations. The values quoted per iteration depend on the arbitrary orientation of the degenerate e orbitals. Over six orientations, ρ at iteration 6 ranges from 5.8 to 6.2 × 10⁻⁵, the density-matrix error there from 2.6 to 4.1 × 10⁻⁶, and the dipole error at iteration 5 from 0.7 to 3.5 × 10⁻⁶, while the stopping iterations stay the same. At the last iteration ρ1 = 4.14 × 10⁻⁶ and G = 0.533136 hartree. Full diagonalization confirms that G does not exceed the true E1 − θ there or at any of the stopping points below.

For an energy target of 10⁻⁸ hartree,

ρ ≤ √(10⁻⁸ × 0.5331) = 7.30 × 10⁻⁵ hartree.

Iteration 5 has ρ = 3.87 × 10⁻⁴ and fails. Iteration 6 has ρ = 6.23 × 10⁻⁵ and passes. Its energy bound is

(6.23 × 10⁻⁵)²/0.533 ≈ 7.3 × 10⁻⁹ hartree,

and the true error is 1.20 × 10⁻⁹ hartree. Since the error at iteration 5 was still 5.13 × 10⁻⁸ hartree, the criterion stops at the first iteration that really meets the target.

The bound is about six times the error here. By section 3, the mean excitation energy of the contamination is 3.88 × 10⁻⁹/1.20 × 10⁻⁹ ≈ 3.2 hartree, and 3.2/0.533 ≈ 6. On this weighted average, the contamination lies far above the next root. This also explains why the incorrect denominator g would not be exposed by this run, although it fails for two levels.

For a density-matrix target of 10⁻⁵,

ρ ≤ 10⁻⁵ × 0.5331/2 = 2.67 × 10⁻⁶ hartree.

For a dipole target of 10⁻⁴ atomic units, with W = 6.323 bohr,

ρ ≤ 10⁻⁴ × 0.5331/6.323 = 8.43 × 10⁻⁶ hartree.

Iteration 7, with ρ = 1.00 × 10⁻⁵, narrowly misses the dipole threshold. Iteration 8, with ρ = 1.47 × 10⁻⁶, meets both. The density threshold implies an energy bound of 1.33 × 10⁻¹¹ hartree, far below the energy target.

The range W depends strongly on the basis. With all non-frozen orbitals active it is 15.1 bohr in 6-31G and 44.7 bohr in aug-cc-pVDZ, so the dipole threshold becomes much tighter in diffuse bases.

These density bounds are cautious. At the energy stop the density-matrix error is already 3.91 × 10⁻⁶, while the guarantee is 2.34 × 10⁻⁴. Part of the slack comes from the vector estimate: the energy error gives sinφ ≤ √(1.20 × 10⁻⁹/0.533) ≈ 4.7 × 10⁻⁵, hence a density-matrix error of at most 9.5 × 10⁻⁵.

The dipole error rises from 1.60 × 10⁻⁶ to 3.71 × 10⁻⁶ bohr between iterations 5 and 6, while the energy error falls by a factor of about 43. A dipole moment has no variational principle, so its error need not decrease at each step.

The last energy drop before the energy stop is 5.01 × 10⁻⁸ hartree, larger than the remaining error because convergence is fast. A rule based on the drop would have been cautious here; section 8 shows how stagnation reverses this.

Finally, the first excited singlet has a residual norm below 10⁻¹⁰ hartree, yet as an approximation to the ground state its energy is wrong by 0.5331 hartree. It violates θ < E1. A threshold certifies the ground state only together with that condition and a valid G. The numerical output lists all iterations.

Computed results

```
two-level gap 1.000, upper-level weight 0.100
two-level error 0.1000, rho^2 0.0900
two-level bound with E1-theta 0.1000, with E1-E0 0.0900
random tests: ground 73, interior 416, true-gap form 12
NH3: N-H 1.00 angstrom, bond to axis 110.0 degrees
determinants 1225, even-sector dimension 630
RHF energy -55.45158879 hartree
CI ground energy -55.51393282 hartree
E1-E0 in sector 0.533140 hartree = 14.5075 eV, <S^2> of E1 0.000
next root of whole matrix minus E0 0.479240 hartree, <S^2> 2.000
range W of electronic z 6.3234 bohr
error ratios for a tenfold smaller angle (energy, density matrix):
  first excited singlet admixed 100.00, 9.99
  zero transition density 100.00, 100.00
Davidson: 4 roots, 20 starting configurations
it  rho/Eh    E error/Eh  E bound/Eh  DM error  DM bound  z err/bohr
 1  3.47e-01  5.87e-02    2.53e-01    2.23e-02  1.46e+00  7.50e-03
 2  8.64e-02  2.61e-03    1.41e-02    4.94e-03  3.26e-01  1.27e-03
 3  1.51e-02  6.84e-05    4.28e-04    1.37e-03  5.66e-02  1.28e-04
 4  1.88e-03  1.25e-06    6.64e-06    3.33e-04  7.06e-03  5.55e-05
 5  3.87e-04  5.13e-08    2.81e-07    4.17e-05  1.45e-03  1.60e-06
 6  6.23e-05  1.20e-09    7.27e-09    3.91e-06  2.34e-04  3.71e-06
 7  1.00e-05  3.31e-11    1.87e-10    6.67e-07  3.75e-05  8.73e-07
 8  1.47e-06  7.83e-13    4.05e-12    1.64e-07  5.51e-06  7.33e-08
 9  2.56e-07  2.25e-14    1.23e-13    2.27e-08  9.59e-07  1.04e-08
last iteration: theta1-theta 0.533140, rho1 4.14e-06, safe gap G 0.533136 hartree
energy: target 1e-08, threshold with last G 7.302e-05 hartree
  met at iteration 6, G there 0.532820 hartree, true error 1.20e-09
density matrix: target 1e-05, threshold with last G 2.666e-06 hartree
  met at iteration 8, G there 0.533124 hartree, true error 1.64e-07
dipole z: target 1e-04, threshold with last G 8.431e-06 hartree
  met at iteration 8, G there 0.533124 hartree, true error 7.33e-08
at the energy stop: DM error 3.91e-06, DM bound 2.34e-04
last energy drop at the energy stop 5.01e-08 hartree
energy bound implied by DM threshold 1.33e-11 hartree
excited vector: residual below 1e-10 is True, energy error 0.533140 hartree
```
